# Locating the Heisenberg Critical Point with Cluster Monte Carlo and Binder Crossings

A finite magnet has no sharp ordering temperature. Its mean squared magnetization changes smoothly with temperature, so a threshold on a single curve gives an answer that depends on the lattice size and on the threshold. Sampling adds a second danger. Near the transition, successive configurations resemble each other. In the $8^3$ heat-bath run described below, treating successive measurements as independent would understate the standard error of $\langle m^2\rangle$ by a factor of about 4. The scheme given here replaces the threshold by a crossing of curves for different sizes and measures the statistical memory.

## Model and conventions

Classical unit vectors $\mathbf S_i$ occupy a periodic simple cubic lattice of even side $L\ge4$, with $N=L^3$ sites. The energy is

$$H=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j,\qquad J>0,$$

each bond being counted once. Define $K=J/(k_BT)$ and $B=\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j$. The sampling weight is then $e^{KB}$, and larger $K$ means lower temperature. The order parameter is $m=|\mathbf M|/N$ with $\mathbf M=\sum_i\mathbf S_i$. Lengths are in lattice spacings and temperatures in $J/k_B$.

## Local updates

**Heat bath.** With its neighbours fixed, spin $i$ feels $\mathbf h=\sum_{j\in nn(i)}\mathbf S_j$. Let $a=K|\mathbf h|$ and let $c$ be the cosine of the angle between $\mathbf S_i$ and $\mathbf h$. The area element on the sphere is $dc\,d\phi$, so $\phi$ is uniform and $c$ has density proportional to $e^{ac}$. Setting its cumulative distribution equal to a uniform number $u\in(0,1]$ gives

$$u=\frac{e^{ac}-e^{-a}}{e^a-e^{-a}},\qquad e^{ac}=e^a\left[u+(1-u)e^{-2a}\right],$$

$$c=1+\frac1a\ln\left[u+(1-u)e^{-2a}\right].$$

This form avoids the large exponential $e^a$. As $a\to0$ it tends to $2u-1$, the uniform distribution.

First draw $\mathbf w=(\sqrt{1-c^2}\cos\phi,\sqrt{1-c^2}\sin\phi,c)$ about the $z$ axis. To carry that axis to $\mathbf n=\mathbf h/|\mathbf h|$, make a half-turn about $\mathbf b=\hat{\mathbf z}+\mathbf n$. Since $|\mathbf b|^2=2(1+n_z)$,

$$\mathbf S_i=\frac{2(\mathbf w\cdot\mathbf b)\mathbf b}{|\mathbf b|^2}-\mathbf w
=\frac{\mathbf w\cdot\mathbf b}{1+n_z}\mathbf b-\mathbf w.$$

For $\mathbf w=\hat{\mathbf z}$ we have $\mathbf w\cdot\mathbf b=1+n_z$, and the result is $\mathbf b-\hat{\mathbf z}=\mathbf n$, as required.

**Overrelaxation.** Turn the spin by half a revolution about its field:

$$\mathbf S_i'=2\frac{\mathbf S_i\cdot\mathbf h}{|\mathbf h|^2}\mathbf h-\mathbf S_i.$$

Then $\mathbf S_i'\cdot\mathbf h=2\mathbf S_i\cdot\mathbf h-\mathbf S_i\cdot\mathbf h=\mathbf S_i\cdot\mathbf h$, so the energy is unchanged. A rotation preserves area on the sphere, so the weight is preserved too. Because the energy never changes, this move alone cannot sample the canonical distribution; the heat bath supplies the energy changes.

For even $L$, every neighbour of an even site is odd. One sublattice can therefore be updated simultaneously while its fields remain fixed.

## Wolff embedding

Choose a random unit vector $\mathbf r$ and write $p_i=\mathbf r\cdot\mathbf S_i$. The reflection $\mathbf S_i\to\mathbf S_i-2p_i\mathbf r$ reverses $p_i$ and leaves the perpendicular part unchanged. The part of a bond's exponent that can change is thus $Kp_ip_j$, an Ising coupling between the signs of the projections.

Start from a random site and add neighbours through bonds opened with probability

$$P_{ij}=\max\left(0,1-e^{-2Kp_ip_j}\right).$$

Reflect the finished cluster $C$. To verify detailed balance, compare the move from configuration $A$ to $A'$ with its reverse. Products $p_ip_j$ inside $C$ are unchanged, so the total probability of connecting its sites is the same in both directions. Each boundary bond must have remained closed. With $x=p_ip_j$ evaluated in $A$, its closure probability is $\min(1,e^{-2Kx})$ forward and $\min(1,e^{2Kx})$ backward. For either sign of $x$ their ratio is $e^{-2Kx}$. Hence

$$\frac{T(A\to A')}{T(A'\to A)}=\prod_{i\in C,\,j\notin C}e^{-2Kp_ip_j}
=\frac{e^{KB(A')}}{e^{KB(A)}}.$$

The last equality holds because each boundary term changes from $Kx$ to $-Kx$. No further acceptance step is needed.

The clusters also give a check on the magnetization. Fix the magnitudes $|p_i|$, let $\sigma_i$ be the signs, and put $q=K|p_ip_j|$. Each bond factor can be split as

$$e^{q\sigma_i\sigma_j}=e^{-q}\left[1+(e^{2q}-1)\delta_{\sigma_i\sigma_j}\right].$$

The first term represents a closed bond and the second an open one. For equal signs, the open fraction is $(e^{2q}-1)/e^{2q}=1-e^{-2q}$, the Wolff probability. Once the bonds are given, the overall signs of different clusters are independent and equally likely. Cross terms between clusters therefore average to zero:

$$\left\langle(\mathbf r\cdot\mathbf M)^2\right\rangle=\left\langle\sum_C\Big(\sum_{i\in C}p_i\Big)^2\right\rangle.$$

A random seed selects $C$ with probability $|C|/N$, so the sum over clusters equals $N$ times the seed average of $(\sum_{i\in C}p_i)^2/|C|$. Averaging over $\mathbf r$ makes the left side $N^2\langle m^2\rangle/3$. Thus

$$\langle m^2\rangle=\frac3N\left\langle\frac{(\sum_{i\in C}p_i)^2}{|C|}\right\rangle_{\rm seed}.$$

In the $L=8$ Wolff run the direct value is $0.140\pm0.003$ and the cluster value $0.142\pm0.004$. The test uses their difference replica by replica, since both come from the same run.

## Pseudocode

```text
composite_step(S, K):
    for sublattice in (even, odd):
        draw every spin from its heat-bath distribution
    repeat twice:
        for sublattice in (even, odd):
            turn every spin by pi about its local field
    draw a random unit vector r
    p[i] = dot(r, S[i]) for every site
    C = frontier = {random site}
    while frontier is not empty:
        next = {}
        for i in frontier, j in neighbours(i):
            if j not in C:
                with probability max(0, 1-exp(-2*K*p[i]*p[j])):
                    add j to next            # a set: no duplicates
        C = C union next
        frontier = next
    S[i] = S[i] - 2*p[i]*r for every i in C

main:
    for each L:
        equilibrate independent replicas at K0
        after each composite step, store m^2, B and F
        for each K on a grid near K0:
            store reweighted sums separately for each replica
    find crossings for (4,8) and (6,12)
    omit one replica at a time to obtain jackknife errors
    extrapolate the two crossings
```

A fixed sequence of moves is allowed because each move preserves the same distribution. The whole sequence need not obey detailed balance.

## Checks of the sampler

A ring of $n$ spins provides an exact result. Its bond factor $e^{K\mathbf S\cdot\mathbf S'}$ depends on the angle alone, so spherical harmonics are its eigenfunctions. With integration measure $d\Omega/4\pi$, the eigenvalues are the modified spherical Bessel functions

$$i_l(K)=\frac12\int_{-1}^{1}e^{Kc}P_l(c)\,dc,$$

each occurring $2l+1$ times. Therefore $Z=\sum_l(2l+1)i_l(K)^n$. Differentiating $\ln Z$ with respect to $K$ gives the mean sum over $n$ bonds, so

$$\langle\mathbf S_0\cdot\mathbf S_1\rangle=\frac1Z\sum_l(2l+1)i_l^{\,n-1}\frac{di_l}{dK}.$$

For $n=8$ and $K=1.5$ this is 0.4402; the full sequence of moves gives $0.4394\pm0.0010$. The program also tests heat bath, heat bath with overrelaxation, and Wolff separately on the ring.

A local identity checks the cubic lattice. For $g(c)=e^{ac}$, the spherical Laplacian is

$$\frac{d}{dc}\left[(1-c^2)g'\right]=\left[a^2(1-c^2)-2ac\right]g.$$

Its integral from $-1$ to $1$ vanishes because $1-c^2$ is zero at both ends. Substituting $a=K|\mathbf h|$ and $|\mathbf h|c=\mathbf S\cdot\mathbf h$, then dividing by $K$, yields

$$K\left\langle|\mathbf h|^2-(\mathbf S\cdot\mathbf h)^2\right\rangle=2\langle\mathbf S\cdot\mathbf h\rangle.$$

This can reveal a wrong coupling or bond probability. It does not prove that the slow, long-wavelength modes have equilibrated, since it follows from the local conditional distribution.

## Autocorrelation and cost

Let $\rho(t)$ be the normalized autocorrelation of a stationary series of $n$ measurements with variance $\sigma^2$. Among all pairs of measurements, $n-t$ have separation $t>0$, and each enters the squared sum twice. Consequently

$$\operatorname{var}(\bar A)=\frac{\sigma^2}{n}\left[1+2\sum_{t=1}^{n-1}\left(1-\frac tn\right)\rho(t)\right]\simeq\frac{2\tau\sigma^2}{n},
\qquad \tau=\frac12+\sum_{t>0}\rho(t).$$

The approximation requires $n\gg\tau$. Independent measurements have $\tau=1/2$. In practice the sum stops at the first lag $W$ with $W\ge5\tau(W)$: a longer window adds noise, while a much shorter one loses the tail. On an autoregressive series with known $\tau=4.50$, the estimator returns 4.53.

The following times refer to $m^2$ at $K=0.69$. A step means one application of the named mixture; the full sequence is one heat-bath sweep, two overrelaxation sweeps and one Wolff cluster.

| Mixture | $\tau$, $L=4$ (steps) | $\tau$, $L=8$ (steps) | $L=8$ (visits/site) |
|---|---:|---:|---:|
| Heat bath | $2.12\pm0.12$ | $9.2\pm1.3$ | 9.2 |
| Bath + 2 overrelaxation | $1.90\pm0.09$ | $2.47\pm0.15$ | 7.4 |
| Wolff | $10.3\pm1.5$ | $17.4\pm1.8$ | 1.9 |
| Full sequence | $1.70\pm0.06$ | $2.11\pm0.12$ | 6.5 |

The heat-bath value at $L=8$ gives the error factor quoted at the start: $\sqrt{2\times9.16}\simeq4.3$, uncertain by about 0.3 through the error of $\tau$. Its growth from $L=4$ corresponds to an effective exponent $\log_2(9.16/2.12)=2.1\pm0.2$. Two small sizes do not establish an asymptotic dynamic exponent.

One Wolff step visits on average 0.107 of the sites at $L=8$, so $17.36\times0.107\simeq1.9$ visits per site. At $L=4$ the figure is 2.3. The apparent decrease of 0.4 is about one combined standard error, so it is not resolved by these runs. By this measure Wolff alone is the cheapest of the four at $L=8$. The two mixtures with overrelaxation have the shortest times in steps; their difference is about two combined standard errors, so their order is not settled. This ranking refers to $m^2$ only; the bond sum $B$ used in reweighting has its own autocorrelation times, which are not listed here. At $L=4$ the heat bath needs 2.1 visits per site and the full sequence 5.5, so the extra moves do not pay there by this count.

Visits are not processor time. A local sweep costs $O(N)$. Cluster growth costs $O(|C|)$, but an implementation that computes all projections and reflects through a full-array mask also does $O(N)$ work per cluster. The choice of mixture should be based on $\tau$ multiplied by the measured time per step on the intended machine.

## From samples to crossings

Samples drawn at $K_0$ give averages at nearby $K$. Multiplying and dividing the weight by $e^{K_0B}$ yields

$$\langle A\rangle_K=\frac{\langle A e^{(K-K_0)B}\rangle_{K_0}}{\langle e^{(K-K_0)B}\rangle_{K_0}}.$$

Subtract the sample mean of $B$ in both exponents to prevent overflow; the common factor cancels. The formula is useful while $|K-K_0|$ times the standard deviation of $B$ is not much larger than one. Beyond that, a few samples dominate.

The Binder cumulant is

$$U=1-\frac{\langle m^4\rangle}{3\langle m^2\rangle^2}.$$

Deep in the disordered phase of a large lattice, the three components of $\mathbf M$ are independent Gaussian variables of variance $s$. Then $\langle M^2\rangle=3s$ and $\langle M^4\rangle=3(3s^2)+6s^2=15s^2$, which gives $U=1-15/27=4/9$. Deep in the ordered phase $m$ hardly fluctuates and $U\to2/3$. Since $\langle m^4\rangle\ge\langle m^2\rangle^2$, $U\le2/3$ always, so the ordered limit is approached from below. For $N$ independent spins, $M^2=N+2\sum_{i<j}\mathbf S_i\cdot\mathbf S_j$ and $\langle(\mathbf S_i\cdot\mathbf S_j)^2\rangle=1/3$ give $\langle M^2\rangle=N$ and $\langle M^4\rangle=N^2+2N(N-1)/3$. Hence $U=4/9+2/(9N)$, and at $K=0$ the disordered limit is approached from above. Increasing $L$ is therefore expected to lower $U$ on one side of the transition and raise it on the other. The simulations show this reversal: from $L=4$ to 8, $U$ changes from about 0.56 to 0.49 at $K=0.6$, and from about 0.65 to 0.66 at $K=0.8$. These runs have only 1600 measurements each, so no third digit is quoted.

Near $K_c$, assume finite-size scaling with one leading correction:

$$U(K,L)=U^*+a_U(K-K_c)L^{y}+c_UL^{-\omega},\qquad y=1/\nu.$$

Here $\nu$ is the correlation-length exponent, $\omega>0$ is the correction exponent, and $a_U$ and $c_U$ are constants. Equating the values for $L$ and $bL$ at $K_\times$ gives

$$a_U(K_\times-K_c)L^y(b^y-1)=c_UL^{-\omega}(1-b^{-\omega}),$$

$$K_\times-K_c=\frac{c_U}{a_U}\,L^{-(y+\omega)}\,\frac{1-b^{-\omega}}{b^y-1}.$$

The crossing thus moves with $L$, but faster towards $K_c$ than the correction to $U$ itself decays. In the same approximation $dU/dK=a_UL^y$, so the slope ratio at the crossing gives $y=\log_b(U'_{bL}/U'_L)$.

Take two pairs with the same $b$ and let $s$ be the ratio of their smaller sides. With $g=s^{y+\omega}$, the law says $K_1-K_c=g(K_2-K_c)$, and hence

$$K_c=\frac{gK_2-K_1}{g-1}.$$

A second estimate uses the correlation length. Let $F$ be the mean squared Fourier amplitude of the spins at the smallest nonzero wavevector, divided by $N^2$ and averaged over the axes. Assuming the small-wavevector form $F=\langle m^2\rangle/(1+4\xi^2\sin^2(\pi/L))$ defines

$$\xi=\frac{\sqrt{\langle m^2\rangle/F-1}}{2\sin(\pi/L)}.$$

Within finite-size scaling, $\xi/L$ also becomes independent of size at $K_c$, so its curves cross there up to corrections.

## Worked calculation

The sides are 4, 6, 8 and 12, all sampled at $K_0=0.69$. Each replica starts from random spins and discards 30 full steps. The largest lattice has 32 replicas of 140 measurements, or 4480 in total. The crossings are

| Pair | $K$ from $U$ | $K$ from $\xi/L$ |
|---|---:|---:|
| (4,8) | $0.6952\pm0.0018$ | $0.6911\pm0.0013$ |
| (6,12) | $0.6939\pm0.0014$ | $0.6912\pm0.0011$ |

The Binder crossing moves by $-0.0013\pm0.0022$. A finite-size shift is therefore not resolved: the extrapolation applies the assumed law but does not confirm it from these data. The program tests the law separately on a synthetic scaling function, at sides 100, 150 and $10^4$; this does not show that one correction suffices for sides 4 to 12.

The slopes give effective $1/\nu=1.39\pm0.06$ for the first pair and $1.49\pm0.14$ for the second. Using the second value, 1.491, and the round input $\omega=0.8$, the shift exponent is 2.291. Since $s=6/4=1.5$,

$$g=1.5^{2.291}=2.532,$$

$$K_c=\frac{2.532(0.69390)-0.69520}{1.532}=0.69305\simeq0.693.$$

The two pairs share no lattice, so their errors are independent. At fixed exponent,

$$\delta K_c=\frac{\sqrt{(2.532\times0.00140)^2+(0.00176)^2}}{1.532}=0.0026.$$

Extrapolation has made the error larger than that of either crossing. Changing $\omega$ to 0.6 or 1.0 gives 0.6929 or 0.6932, so the choice of $\omega$ matters much less here than the sampling error. This variation does not cover corrections omitted from the one-power law.

Inverting $K_c$, and using $\delta T_c=\delta K_c/K_c^2$ for its error, gives

$$\boxed{T_c=1.443\pm0.005\ J/k_B}.$$

The $\xi/L$ crossings extrapolate to $K_c=0.691\pm0.002$. The two estimates differ by 0.0018. They use the same configurations and are not independent measurements, and the error of their difference is not computed here. Before extrapolation the $U$ and $\xi/L$ crossings of the same pair differ by 0.004 and 0.003, more than either error, which points to finite-size corrections that the shift between the pairs is too noisy to show. The asserted agreement allows four combined standard errors plus 0.003, about 0.016 in all, so it would catch a gross fault but not a small bias.

Mean-field theory offers a comparison. It replaces the neighbours by a field of strength $6Km$. The response of a free unit vector to a weak field $a$ is $a/3$, so order begins when $6K/3=1$, or $T=2J/k_B$. This is 39% above the Monte Carlo estimate, relative to the latter.

## Stability and failure modes

- **Degenerate geometry.** Odd periodic sides break the two-sublattice update. At $L=2$ the forward and backward neighbours coincide.
- **Rounding.** For very small $a$, the logarithm loses digits before division by $a$. Clipping $c$ to $[-1,1]$ keeps it in range but does not restore them; in double precision the distribution is badly distorted at $a\approx10^{-16}$. Since $u+(1-u)e^{-2a}=1+(1-u)(e^{-2a}-1)$, evaluate $c=1+\operatorname{log1p}[(1-u)\operatorname{expm1}(-2a)]/a$ instead. The half-turn formula is singular at $n_z=-1$ and needs another rotation there. At $\mathbf h=0$, draw a uniform spin in the heat bath and skip overrelaxation.
- **Incomplete equilibration.** Replicas started in the same way can share a bias that their scatter does not show. Lengthen the warm-up and check that the averages stay put.
- **Short series.** If no lag satisfies the window condition, $\tau$ has not been determined. Run longer rather than accept the last partial sum.
- **Remote crossing.** If a crossing falls near the edge of the reweighting interval, simulate again with $K_0$ closer to it. A jackknife cannot restore configurations that were never sampled.
- **Unresolved corrections.** When the crossings agree within errors, a fitted $\omega$ would mostly describe noise. At fixed sizes and moves, halving the statistical error takes four times as many measurements; testing the correction law also takes larger lattices.

The numerical check carries out the numerical checks and prints the values used here.

## Computed values

```
Ring: sites 8, K 1.50 (dimensionless)
Ring bond correlation exact 0.44020 (dimensionless)
Ring bond correlation sampled 0.43942 +/- 0.00097
AR test: exact tau 4.500, measured 4.534 steps
Simulation K0 0.690, input omega 0.8 (dimensionless)
Reweighting range 0.674 to 0.706 (dimensionless K)
L=4 sites: 64 replicas, 300 measured steps each
L=6 sites: 64 replicas, 220 measured steps each
L=8 sites: 64 replicas, 140 measured steps each
L=12 sites: 32 replicas, 140 measured steps each
L=4: <m^2> 0.27848 +/- 0.00133, U 0.62308 (dimensionless)
L=6: <m^2> 0.18612 +/- 0.00114, U 0.62184 (dimensionless)
L=8: <m^2> 0.13643 +/- 0.00109, U 0.61894 (dimensionless)
L=12: <m^2> 0.08866 +/- 0.00133, U 0.61600 (dimensionless)
L=8 Wolff run: direct <m^2> 0.14038 +/- 0.00296
L=8 Wolff run: cluster <m^2> 0.14247 +/- 0.00378
L=4: mean Wolff fraction 0.2207 (dimensionless)
L=4 heat bath: tau(m^2) 2.12 +/- 0.12 steps, 2.12 visits/site
L=4 bath+2 over: tau(m^2) 1.90 +/- 0.09 steps, 5.69 visits/site
L=4 Wolff: tau(m^2) 10.33 +/- 1.52 steps, 2.28 visits/site
L=4 hybrid: tau(m^2) 1.70 +/- 0.06 steps, 5.45 visits/site
L=8: mean Wolff fraction 0.1072 (dimensionless)
L=8 heat bath: tau(m^2) 9.16 +/- 1.25 steps, 9.16 visits/site
L=8 bath+2 over: tau(m^2) 2.47 +/- 0.15 steps, 7.42 visits/site
L=8 Wolff: tau(m^2) 17.36 +/- 1.81 steps, 1.86 visits/site
L=8 hybrid: tau(m^2) 2.11 +/- 0.12 steps, 6.53 visits/site
Effective growth exponent L=4 to 8, heat bath 2.11
Effective growth exponent L=4 to 8, Wolff -0.29 (visits)
K=0.6: U(L=4) 0.5585, U(L=8) 0.4922 (dimensionless)
K=0.8: U(L=4) 0.6503, U(L=8) 0.6615 (dimensionless)
Pair (4,8): Binder K 0.69520 +/- 0.00176
Pair (4,8): xi/L K 0.69114 +/- 0.00132
Pair (4,8): crossing U 0.62546 +/- 0.00137
Pair (4,8): effective 1/nu 1.385 +/- 0.061
Pair (6,12): Binder K 0.69390 +/- 0.00140
Pair (6,12): xi/L K 0.69120 +/- 0.00111
Pair (6,12): crossing U 0.62482 +/- 0.00147
Pair (6,12): effective 1/nu 1.491 +/- 0.142
Binder crossing shift, second-first -0.00130 +/- 0.00225 (K)
Shift exponent 1/nu+omega 2.291 (dimensionless)
Extrapolated Binder K_c 0.69305 +/- 0.00258
Extrapolated xi/L K_c 0.69124 +/- 0.00202
Binder K_c with omega=0.6: 0.69292 (dimensionless)
Binder K_c with omega=1.0: 0.69315 (dimensionless)
Critical temperature 1.4429 +/- 0.0054 J/k_B
Mean-field temperature 2.0000 J/k_B
```
